# Why absorption and energy-loss spectra peak at different energies

**Q:** I have calculated the absorption spectrum of a crystal, Im ε. A fast electron passing through it excites the same electrons across the same gaps, so I expect its energy-loss peaks at the same energies. May I read them off my plot?

**A:** In general, no. The electrons are the same, but the field driving them is not. Take a cubic crystal at wavevector $q\to0$, where one macroscopic $\varepsilon(\omega)$ serves for both transverse and longitudinal fields. Ignore surfaces and retardation, so that the field of a moving charge is purely longitudinal, and let fields vary as $e^{-i\omega t}$. I use Hartree atomic units.

A total field $E$ produces the polarization $\mathcal P=(\varepsilon-1)E/4\pi$ and the current $j=-i\omega\mathcal P$. The mean absorbed power per volume is

$$\tfrac12\mathrm{Re}(jE^*)=\tfrac12\mathrm{Re}\left[\frac{-i\omega(\varepsilon-1)}{4\pi}\right]|E|^2=\frac{\omega}{8\pi}\,\mathrm{Im}\,\varepsilon\,|E|^2 .$$

That is your absorption spectrum: dissipation for a given total field. A fast charge instead prescribes the external field, and the crystal screens it to $E=E_{\rm ext}/\varepsilon$. The same formula then contains

$$\frac{\mathrm{Im}\,\varepsilon}{|\varepsilon|^2}=-\mathrm{Im}\frac{\varepsilon^*}{|\varepsilon|^2}=-\mathrm{Im}\frac1\varepsilon .$$

This is the loss spectrum. The factor $1/|\varepsilon|^2$ varies with frequency, so it can move a peak.

**Q:** My calculation used time-dependent density functional theory, which already includes the Coulomb interaction. Where does this distinction enter?

**A:** In one Fourier component. Let $\delta v$ be the external potential energy of an electron and $\delta n$ the induced electron density. With the Kohn–Sham response $\chi_s$,

$$\delta n=\chi_s(\delta v+v\,\delta n+f_{xc}\,\delta n).$$

Write $v=\bar v+v_h$, where $v_h$ acts on the $G=0$ component alone, with value $v_0=4\pi/q^2$. Regrouping gives

$$\delta n=\chi_s\left[(\delta v+v_h\delta n)+(\bar v+f_{xc})\delta n\right].$$

Define $\bar\chi$ as the response calculated with $\bar v+f_{xc}$. The last equation says that $\bar\chi$ acts on the potential in the first pair of round brackets: $\delta n=\bar\chi(\delta v+v_h\delta n)$.

Now let $\delta v$ have a $G=0$ component only. The total macroscopic potential is $\delta V_0=\delta v_0+v_0\delta n_0$, and $\varepsilon$ is defined by $\delta V_0=\delta v_0/\varepsilon$. Let $\chi$ be the full response, calculated with $v+f_{xc}$, so that $\delta n=\chi\,\delta v$. Using $\delta n_0=\chi_{00}\delta v_0$ in the first relation, and $\delta n_0=\bar\chi_{00}\delta V_0$ in $\delta v_0=\delta V_0-v_0\delta n_0$, we find

$$\frac1\varepsilon=1+v_0\chi_{00},\qquad \varepsilon=1-v_0\bar\chi_{00}.$$

Thus loss is $-v_0\,\mathrm{Im}\,\chi_{00}$ and absorption is $-v_0\,\mathrm{Im}\,\bar\chi_{00}$. They differ by the long-range term $v_h$, whatever $f_{xc}$ is.

**Q:** One component out of infinitely many sounds like a small correction. What does it do to a single resonance?

**A:** Let each cell of volume $V$ contain $f$ electrons with displacement $u$, damping $\gamma$ and resonance $\omega_T$ in a given total field:

$$\ddot u+\gamma\dot u+\omega_T^2u=-E .$$

With $D=\omega_T^2-\omega^2-i\gamma\omega$, this gives $u=-E/D$. The polarization is $\mathcal P=-(f/V)u=(f/V)E/D$. Since $\varepsilon=1+4\pi\mathcal P/E$,

$$\varepsilon=1+\frac{\omega_p^2}{D},\qquad \omega_p^2=\frac{4\pi f}{V}.$$

Inverting it needs no approximation:

$$\frac1\varepsilon=\frac{D}{D+\omega_p^2}=1-\frac{\omega_p^2}{\omega_L^2-\omega^2-i\gamma\omega},\qquad \omega_L^2=\omega_T^2+\omega_p^2 .$$

Both spectra therefore have the form

$$\frac{\omega_p^2\gamma\omega}{(\Omega^2-\omega^2)^2+\gamma^2\omega^2},$$

with $\Omega=\omega_T$ for absorption and $\Omega=\omega_L$ for loss. For $\gamma\ll\Omega$ the maximum lies close to $\Omega$.

The shift is an extra restoring force. In longitudinal motion, charge piles up in planes and produces the field $-4\pi\mathcal P$. Hence $-E=-E_{\rm ext}+4\pi\mathcal P=-E_{\rm ext}-\omega_p^2u$. Moving the last term to the left of the equation of motion adds $\omega_p^2$ to $\omega_T^2$.

**Q:** How large is that in numbers?

**A:** Take a model with round parameters: $f=2$, $\gamma=0.02$ hartree and a cubic cell of side $a=6$ bohr, so $V=216$ bohr³. Then $\omega_p^2=8\pi/216=0.1164$ hartree² (called P in the check output). A microscopic version of the model, which we can examine next, gives $\omega_T^2=0.4185$ hartree². Therefore

$$\omega_L^2=0.4185+0.1164=0.5349\ \text{hartree}^2 .$$

The absorption peak is at 0.6469 hartree (17.60 eV) and the loss peak at 0.7313 hartree (19.90 eV). Their separation, 0.0844 hartree or 2.30 eV, is about four times $\gamma$.

An optical experiment may report the absorption coefficient instead of Im ε. A wave $e^{i\omega\sqrt\varepsilon x/c}$ loses intensity at the rate $2\omega\,\mathrm{Im}\sqrt\varepsilon/c$ per length. In this model that quantity peaks at 0.6523 hartree, still far below the loss peak.

**Q:** But there is a resonance at $\omega_T$. Why does the fast electron not lose energy there?

**A:** It loses a little, because the crystal screens its field strongly there. At $\omega_T$ we have $D=-i\gamma\omega_T$, so

$$\varepsilon=1+\frac{i\omega_p^2}{\gamma\omega_T}=1+8.99\,i,\qquad |\varepsilon|^2=81.9 .$$

The loss function is $8.99/81.9=0.110$, compared with 7.96 at its own peak. That peak lies near the upper zero of Re ε, at 0.7301 hartree, where $|\varepsilon|$ is small and screening turns into enhancement.

The strength has moved, not disappeared. Numerical integration of $\omega\,\mathrm{Im}\,\varepsilon$ and of $-\omega\,\mathrm{Im}(1/\varepsilon)$ over positive frequencies gives 0.1828 hartree² for both, equal to $\pi\omega_p^2/2$.

**Q:** For a molecule in a large box I do find the two spectra on top of each other. Does that not contradict you?

**A:** It is the limit in which your belief holds. To see why, put one molecule in each cell and let its $f$ electrons move as a rigid cloud. The cloud has a normalized Gaussian density $g(\mathbf r)$ with Fourier transform $e^{-k^2s^2/2}$. Its frequency in the frozen ground-state (Kohn–Sham) potential is $\omega_s$. That potential already contains the static repulsion of the undisplaced cloud, so what remains to be added is the force from the induced density. A rigid cloud exerts no net force on itself: the part of this added force that comes from the cloud's own induced density cancels the static self-repulsion included in $\omega_s$.

Displace all clouds by $u$ along $z$. The density change of each is $-fu\,\partial_zg$, so the periodic density has components

$$n_{\mathbf G}=-\frac{f}{V}u\,iG_z\,e^{-G^2s^2/2}.$$

The resulting potential energy is $\phi_{\mathbf G}=4\pi n_{\mathbf G}/G^2$. The added force per electron, to first order in $u$, is $-\int g\,\partial_z\phi\,d^3r$, which becomes

$$-\sum_{\mathbf G}iG_z\phi_{\mathbf G}e^{-G^2s^2/2}=-\omega_p^2u\sum_{\mathbf G}\frac{G_z^2}{G^2}e^{-G^2s^2},$$

because $(iG_z)^2=-G_z^2$ and $4\pi f/V=\omega_p^2$.

The $G=0$ term needs care: it is the limit of $q_z^2/q^2$. For transverse motion $q_z=0$ and it vanishes; for longitudinal motion it equals 1. Hence

$$\omega_T^2=\omega_s^2+\omega_p^2\sum_{\mathbf G\ne0}\frac{G_z^2}{G^2}e^{-G^2s^2},\qquad \omega_L^2=\omega_T^2+\omega_p^2 .$$

For a single molecule, $V^{-1}\sum_{\mathbf G}$ becomes $\int d^3k/(2\pi)^3$, and $k_z^2/k^2$ averages to $1/3$ over directions:

$$\omega_m^2=\omega_s^2+\frac{4\pi f}{3}\int\frac{d^3k}{(2\pi)^3}e^{-k^2s^2}
=\omega_s^2+\frac{4\pi f}{3}\,\frac{1}{8\pi^{3/2}s^3}=\omega_s^2+\frac{f}{6\sqrt\pi\,s^3}.$$

**Q:** How is this molecular frequency related to the two crystal frequencies?

**A:** In a cubic lattice $x$, $y$ and $z$ are equivalent, so $G_z^2/G^2$ may again be replaced by $1/3$:

$$\omega_T^2=\omega_s^2+\frac{\omega_p^2}{3}\left(\sum_{\text{all }\mathbf G}e^{-G^2s^2}-1\right).$$

The $-1$ removes $G=0$. For the full sum, let $h(\mathbf r)$ be the function with Fourier transform $e^{-k^2s^2}$, namely $h(\mathbf r)=e^{-r^2/4s^2}/(8\pi^{3/2}s^3)$. The periodic function $\sum_{\mathbf R}h(\mathbf r+\mathbf R)$ has Fourier coefficients $e^{-G^2s^2}/V$. At $\mathbf r=0$ this gives

$$\frac1V\sum_{\text{all }\mathbf G}e^{-G^2s^2}=\sum_{\mathbf R}h(\mathbf R)\approx h(0)=\frac1{8\pi^{3/2}s^3}.$$

The approximation neglects overlap between neighbouring clouds and requires $a\gg s$. The full sum thus supplies the molecular shift, leaving

$$\omega_T^2=\omega_m^2-\frac{\omega_p^2}{3},\qquad \omega_L^2=\omega_m^2+\frac{2\omega_p^2}{3}.$$

I treat $\omega_s$ and $s$ as independent model parameters. For a single doubly occupied orbital they would be tied: the orbital $e^{-r^2/4s^2}$ is the ground state of a harmonic potential of frequency $1/(2s^2)$. The relations above do not use this tie, but they do require $a\gg s$. With $\omega_s=0.3$ hartree and $s=0.8$ bohr, $\omega_m^2=0.0900+2(0.18366)=0.4573$ hartree². Subtracting $0.1164/3=0.0388$ gives the $\omega_T^2=0.4185$ used earlier.

As $V$ grows, $\omega_p^2=4\pi f/V$ tends to zero and both frequencies approach $\omega_m$. The splitting is

$$\omega_L-\omega_T=\frac{\omega_p^2}{\omega_L+\omega_T}\approx\frac{\omega_p^2}{2\omega_m}=\frac{2\pi f}{V\omega_m}.$$

At fixed $\gamma$, both spectra multiplied by $V/4\pi$ tend to the imaginary part of the molecular polarizability $\alpha=f/(\omega_m^2-\omega^2-i\gamma\omega)$, since $V\omega_p^2/4\pi=f$.

Enlarging the cell shows the merger. "Mismatch" is the largest difference between the two scaled spectra, relative to the maximum of Im α.

| $a$ (bohr) | $\omega_T$ (hartree) | $\omega_L$ (hartree) | mismatch |
|---:|---:|---:|---:|
| 6 | 0.6469 | 0.7314 | 103% |
| 10 | 0.6700 | 0.6885 | 80% |
| 20 | 0.6755 | 0.6778 | 15% |
| 40 | 0.6762 | 0.6764 | 1.9% |

The spectra coincide when the splitting is much smaller than $\gamma$. At $a=10$ bohr it is 0.0185 hartree, close to $\gamma$, and they still differ strongly.

**Q:** So for an isolated molecule the Coulomb interaction no longer matters?

**A:** The long-range difference no longer matters. The short-range part remains and, with the parameters chosen above, moves this model molecule from $\omega_s=0.300$ to $\omega_m=0.676$ hartree. For the isolated molecule, it shifts the absorption and loss peaks alike. The factor of 2.25 is exaggerated by treating $\omega_s$ and $s$ as independent: with the tie $\omega_s=1/(2s^2)$ the shift is from 0.781 to 0.989 hartree. The corresponding factor estimated from LDA static polarizabilities with and without the Hartree coupling is about 1.1 for He and 1.2 for H₂.

**Q:** Excitons come from electron–hole attraction. Could a suitable $f_{xc}$ bring the crystal's two peaks together?

**A:** Not a static kernel that lowers the resonances, at least in this single-oscillator model. Any static kernel adds a force proportional to $u$ with a frequency-independent coefficient. It changes the constant $\omega_T^2$ in $D$ but not the strength $\omega_p^2$, and the inversion of ε proceeds as before. The difference $\omega_L^2-\omega_T^2=\omega_p^2$ is therefore fixed. The separation $\omega_p^2/(\omega_L+\omega_T)$ grows when attraction lowers both resonances, and it shrinks only if the kernel raises them. A single oscillator cannot show the transfer of strength between transitions that accompanies a real exciton. With two lines at 0.5 and 0.6 hartree, each of strength 0.05 hartree² and damping 0.004 hartree, a kernel $-3/q^2$ moves strength to the lower line: the separation of the lower pair grows from 0.030 to 0.039 hartree, while that of the upper pair shrinks from 0.055 to 0.049 hartree.

The program checks this with $f_{xc}(k)=-\alpha_{xc}/k^2-A$, where $k=|\mathbf q+\mathbf G|$, $\alpha_{xc}=1$ and $A=0.5$ hartree bohr³. It obtains ε from the density response, keeping the long-range part of $f_{xc}$ in both $\chi$ and $\bar\chi$. Using this ε for light as well assumes that the long-range exchange–correlation field acts equally on transverse motion, as the single ε of a cubic crystal at $q\to0$ requires. The conclusion depends on this: if the $G=0$ part of $-\alpha_{xc}/k^2$ were dropped for transverse motion like the Coulomb term, $\omega_T$ would be 0.5984 hartree and the separation would shrink slightly, to 0.0836 hartree. The resonances move down to 0.5907 and 0.6821 hartree, while $\omega_L^2-\omega_T^2$ remains 0.1164 hartree². Their separation grows from 0.0844 to 0.0914 hartree.

It also solves the matrix response equation with and without the $G=0$ Coulomb term, here without $f_{xc}$. On a frequency grid of step 0.005 hartree, the peaks fall at 0.730 and 0.645 hartree respectively.

**Q:** Then how could an exciton appear at nearly the same energy in both spectra?

**A:** It can if it is weak and sits on a large background. Near the exciton, write

$$\varepsilon=\varepsilon_b+\frac{S}{d},\qquad d=\omega_x^2-\omega^2-i\gamma_x\omega,$$

with $\varepsilon_b$ nearly real and constant. Then

$$\frac1\varepsilon=\frac{d}{\varepsilon_bd+S}=\frac1{\varepsilon_b}\,\frac{d}{d+S/\varepsilon_b}
=\frac1{\varepsilon_b}-\frac{S/\varepsilon_b^2}{d+S/\varepsilon_b}.$$

The loss resonance is at $\sqrt{\omega_x^2+S/\varepsilon_b}$, so a background with $\varepsilon_b>1$ reduces the shift. It also reduces the strength from $S$ to $S/\varepsilon_b^2$.

For example, take $\omega_x=0.2$ hartree, $S=0.005$ hartree² and $\gamma_x=0.004$ hartree. A strong oscillator at 0.5 hartree, with strength 1 hartree² and the same damping, supplies

$$\varepsilon_b\approx1+\frac{1}{0.5^2-0.2^2}=5.76 .$$

The predicted loss resonance is $\sqrt{0.0400+0.000868}=0.2022$ hartree. Calculated from the complete two-oscillator ε, the peaks are at 0.2000 hartree in absorption and 0.2021 hartree in loss. The shift is about 0.06 eV, roughly half of $\gamma_x$, and is easily overlooked.

The heights are not alike: 6.27 in Im ε and 0.185 in the loss function, a ratio of about 34, close to $\varepsilon_b^2=33$. The dominant loss peak is the plasmon at 1.12 hartree, far above both oscillator frequencies.

**Q:** What should I plot for the energy-loss experiment, then?

**A:** Take the complex macroscopic ε, real part included, and plot $-\mathrm{Im}(1/\varepsilon)$. In a non-cubic crystal use $\hat{\mathbf q}\cdot\varepsilon\cdot\hat{\mathbf q}$, so the peaks depend on the direction of $\mathbf q$. Its peaks can be compared with small-$q$ bulk loss where retardation is negligible, which requires $q\gg\omega\sqrt{|\varepsilon|}/c$. When the electron's speed $v_e$ satisfies $v_e^2\,\mathrm{Re}\,\varepsilon>c^2$, Cherenkov loss is added; for the exciton example and a 200 keV electron, $v_e^2\varepsilon_b/c^2=2.8$. The peaks of Im ε can serve as estimates of position only where the background ε is nearly real and the shift is too small to matter for your comparison. On an absorbing background the factor $S/\varepsilon_b^2$ is complex, and a weak peak in Im ε can appear in the loss as an asymmetric feature or a dip. Even then the heights can differ greatly, as the exciton example shows.

## Values computed for the example and the checks

```
MODEL CRYSTAL
electrons per molecule f = 2.0
bare frequency = 0.300 hartree
Gaussian width s = 0.80 bohr
damping gamma = 0.020 hartree
lattice constant a = 6.0 bohr
cell volume V = 216.0 bohr^3
P = 4 pi f/V = 0.116355 hartree^2
plasma frequency sqrt(P) = 0.34111 hartree
wT^2 = 0.418528 hartree^2
wL^2 = 0.534883 hartree^2
wT = 0.64694 hartree
wL = 0.73136 hartree
absorption peak = 0.64686 hartree = 17.602 eV
loss peak = 0.73129 hartree = 19.899 eV
peak separation = 0.08443 hartree = 2.297 eV
upper zero of Re eps = 0.73008 hartree
absorption-coefficient peak = 0.65232 hartree
Im eps at wT = 8.9928 (no unit)
|eps|^2 at wT = 81.870 (no unit)
loss at wT = 0.1098 (no unit)
loss at its peak = 7.9551 (no unit)
first moment, absorption = 0.182770 hartree^2
first moment, loss = 0.182770 hartree^2
DYSON MATRIX
number of G vectors = 619
frequency grid step = 0.0050 hartree
peak without G=0 term = 0.645 hartree
peak with G=0 term = 0.730 hartree
xc long-range alpha = 1.00 (no unit)
xc contact strength = 0.50 hartree bohr^3
with xc: wT = 0.59065 hartree
with xc: wL = 0.68208 hartree
with xc: wL^2-wT^2 = 0.116355 hartree^2
ISOLATED-MOLECULE LIMIT
self-coupling = 0.183655 hartree^2 per electron
w_mol = 0.67625 hartree = 18.402 eV
a (bohr), wT, wL, wL-wT (hartree), max mismatch/peak (%)
   6 0.64694 0.73136 0.08442 103.26
  10 0.67002 0.68852 0.01850 79.51
  20 0.67547 0.67779 0.00232 15.18
  40 0.67615 0.67644 0.00029 1.92
dilute splitting formula, a=40: 0.000290 hartree
max error against Im alpha, a=40: 1.28 %
WEAK EXCITON ON A BACKGROUND
exciton: w=0.200 hartree, S=0.0050 hartree^2
strong line: w=0.500 hartree, S=1.000 hartree^2
damping of both = 0.0040 hartree
background eps_b = 5.7619 (no unit)
exciton absorption peak = 0.19999 hartree
exciton loss peak = 0.20214 hartree
loss-peak formula = 0.20216 hartree
exciton shift = 0.0585 eV
height in Im eps = 6.2683 (no unit)
height in loss = 0.1849 (no unit)
plasmon loss peak = 1.1199 hartree
plasmon loss height = 224.32 (no unit)
```
